# Fourfold stress around a copper via in cubic silicon: test program

```python
"""
Result under test: stress around a copper-filled circular via in (001) silicon,
to first order in the cubic anisotropy, with zero axial strain relative to silicon.
  s_rr = -p q^2 + S (4 q^2 - 9 q^4 + 5 q^6) cos 4t
  s_tt =  p q^2 + S (3 q^4 - 5 q^6) cos 4t
  s_rt =  S (q^2 - 6 q^4 + 5 q^6) sin 4t
q = R/r, t = angle from [100], c = wall hoop strain, p = 2 mu c,
S = p (delta/mu) K/(K+mu), K = (C11+C12)/2,
mu and delta = half sum and half difference of C44 and (C11-C12)/2.
Moduli are in GPa and lengths in units of R inside the functions.
"""
import numpy as np
from numpy.polynomial import Legendre
from numpy.polynomial.legendre import leggauss

# Rough typical material values and round geometry
C11, C12, C44 = 165.7, 63.9, 79.6
E_cu, nu_cu, alpha_cu = 120.0, 0.34, 17.0e-6
alpha_si = 2.8e-6
T_start, T_end = 125.0, 25.0
radius_um, depth_um, pitch_um = 2.5, 50.0, 25.0
E_ox, nu_ox, alpha_ox, liner_um = 70.0, 0.17, 0.5e-6, 0.2
yield_cu = 200.0                      # MPa, rough
modulus_drift = 1.0e-4                # fractional change per K, rough upper size

K = (C11 + C12) / 2
mu = (C44 + (C11 - C12) / 2) / 2
delta = (C44 - (C11 - C12) / 2) / 2
dT = T_end - T_start
eps_T = (alpha_cu - alpha_si) * dT


def lame_constants(E, nu):
    return E * nu / ((1 + nu) * (1 - 2 * nu)), E / (2 * (1 + nu))


def cubic(scale):
    """C11, C12, C44 with the anisotropy delta multiplied by scale."""
    d = scale * delta
    return K + mu - d, K - mu + d, mu + d


def wall_stiffness(scale):
    d = scale * delta
    root = np.sqrt((1 / K + 1 / (mu - d)) * (1 / K + 1 / (mu + d)))
    return 1 / (root - 1 / K)


def wall_strain(stiffness, E, nu):
    lam, shear = lame_constants(E, nu)
    Kf = lam + shear
    return Kf * (1 + nu) * eps_T / (Kf + stiffness)


def first_order(r, t, scale=1.0):
    """Polar stresses and displacements from the derived formulas."""
    c = wall_strain(mu, E_cu, nu_cu)
    q = 1 / r
    p = 2 * mu * c
    S = p * (scale * delta / mu) * K / (K + mu)
    k = 1 + 2 * mu / K
    co, si = np.cos(4 * t), np.sin(4 * t)
    rr = -p * q**2 + S * (4 * q**2 - 9 * q**4 + 5 * q**6) * co
    tt = p * q**2 + S * (3 * q**4 - 5 * q**6) * co
    rt = S * (q**2 - 6 * q**4 + 5 * q**6) * si
    ur = c * q - S / (4 * mu) * ((k + 1) * q - (k + 3) * q**3 + 2 * q**5) * co
    ut = S / (4 * mu) * ((k - 1) * q - (k - 3) * q**3 - 2 * q**5) * si
    return rr, tt, rt, ur, ut


def exact_cartesian(x, y, scale, E=E_cu, nu=nu_cu):
    """Exact cubic exterior field from two anisotropic complex potentials."""
    c11, c12, c44 = cubic(scale)
    det = c11**2 - c12**2
    s11, s12, s66 = c11 / det, -c12 / det, 1 / c44
    stiffness = wall_stiffness(scale)
    P = 2 * stiffness * wall_strain(stiffness, E, nu)
    B = (2 * s12 + s66) / (2 * s11)
    disc = np.sqrt(complex(B * B - 1))
    roots = np.sqrt(np.array([-B + disc, -B - disc], dtype=complex))
    roots = np.where(roots.imag < 0, -roots, roots)
    amp = np.linalg.solve(np.array([[1, 1], roots]),
                          np.array([-P / 2, -0.5j * P]))
    sxx = syy = sxy = ux = uy = 0.0
    for m, a in zip(roots, amp):
        z = x + m * y
        w = np.sqrt(z * z - 1 - m * m + 0j)
        z1, z2 = (z + w) / (1 - 1j * m), (z - w) / (1 - 1j * m)
        zeta = np.where(abs(z1) > abs(z2), z1, z2)
        slope = 0.5 * ((1 - 1j * m) - (1 + 1j * m) / zeta**2)
        f, df = a / zeta, -a / zeta**2 / slope
        sxx = sxx + 2 * (m * m * df).real
        syy = syy + 2 * df.real
        sxy = sxy - 2 * (m * df).real
        ux = ux + 2 * ((s11 * m * m + s12) * f).real
        uy = uy + 2 * ((s12 * m + s11 / m) * f).real
    return sxx, syy, sxy, ux, uy


def exact(r, t, scale=1.0, E=E_cu, nu=nu_cu):
    co, si = np.cos(t), np.sin(t)
    sxx, syy, sxy, ux, uy = exact_cartesian(r * co, r * si, scale, E, nu)
    rr = sxx * co**2 + syy * si**2 + 2 * sxy * si * co
    tt = sxx * si**2 + syy * co**2 - 2 * sxy * si * co
    rt = (syy - sxx) * si * co + sxy * (co**2 - si**2)
    return rr, tt, rt, ux * co + uy * si, uy * co - ux * si


def shape(j, v):
    """Radial trial function and derivative; only j = 0 moves the wall."""
    if j == 0:
        return v, np.ones_like(v)
    L, s = Legendre.basis(j - 1, domain=[0, 1]), v * v
    return (v * (1 - s) * L(s),
            (1 - 3 * s) * L(s) + 2 * s * (1 - s) * L.deriv()(s))


def ritz(scale, E, nu, probe):
    """Minimum-energy solution of silicon plus filler, without the formulas."""
    modes = [(0, n) for n in range(6)] + [(1, n) for n in range(1, 6)]
    radial = [("wall", 0)] + [("out", j) for j in range(1, 11)]
    radial += [("in", j) for j in range(1, 5)]
    dofs = [(comp, n, zone, j) for comp, n in modes for zone, j in radial]
    nodes, weights = leggauss(28)
    v1, w1 = (nodes + 1) / 2, weights / 2
    angles = np.arange(16) * np.pi / 32
    v, t = [a.ravel() for a in np.meshgrid(v1, angles, indexing="ij")]
    wt = np.repeat(w1, 16) * np.pi / 32
    lam, shear = lame_constants(E, nu)
    matrix, load = np.zeros((len(dofs),) * 2), np.zeros(len(dofs))
    for region in ("in", "out"):
        r = v if region == "in" else 1 / v
        area = wt * (v if region == "in" else v**-3)
        strain = np.zeros((len(v), 3, len(dofs)))
        for i, (comp, n, zone, j) in enumerate(dofs):
            if zone not in ("wall", region):
                continue
            f, df = shape(j, v)
            fr = df if region == "in" else -v**2 * df
            co, si = np.cos(4 * n * t), np.sin(4 * n * t)
            if comp == 0:
                strain[:, 0, i] = fr * co
                strain[:, 1, i] = f / r * co
                strain[:, 2, i] = -4 * n * f / r * si
            else:
                strain[:, 1, i] = 4 * n * f / r * co
                strain[:, 2, i] = (fr - f / r) * si
        if region == "in":
            a, b, g = lam + 2 * shear, lam, shear
        else:
            a, b, g = cubic(scale)
        hooke = np.array([[a, b, 0], [b, a, 0], [0, 0, g]])
        co, si = np.cos(t), np.sin(t)
        turn = np.array([[co**2, si**2, -si * co],
                         [si**2, co**2, si * co],
                         [2 * si * co, -2 * si * co, co**2 - si**2]])
        turn = turn.transpose(2, 0, 1)
        stiff = turn.transpose(0, 2, 1) @ hooke @ turn
        stress = (stiff @ strain) * area[:, None, None]
        matrix += np.tensordot(strain, stress, axes=([0, 1], [0, 1]))
        if region == "in":
            thermal = (3 * lam + 2 * shear) * eps_T
            load += thermal * (area @ (strain[:, 0] + strain[:, 1]))
    coef = np.linalg.solve(matrix, load)
    c = coef[0]
    filler = [abs(a) for a, d in zip(coef[1:], dofs[1:]) if d[2] != "out"]
    r0, t0 = probe
    u = [0.0, 0.0]
    for a, (comp, n, zone, j) in zip(coef, dofs):
        if zone != "in":
            f = shape(j, np.array([1 / r0]))[0][0]
            u[comp] += a * f * (np.cos, np.sin)[comp](4 * n * t0)
    return c, max(filler), np.array(u)


# Test 1: the exact solution and uniform filler strain against energy minimization
probe = (1.6, 0.3)
ritz_strains = []
for scale, E, nu in ((1, E_cu, nu_cu), (1, 5.0, 0.30), (-1, E_cu, nu_cu)):
    c_num, nonuniform, u_num = ritz(scale, E, nu, probe)
    c_formula = wall_strain(wall_stiffness(scale), E, nu)
    u_exact = np.array(exact(*probe, scale, E, nu)[3:])
    assert abs(c_num / c_formula - 1) < 1e-4
    assert nonuniform < 1e-3 * abs(c_num)
    assert np.max(abs(u_num - u_exact)) < 3e-4 * abs(c_num)
    ritz_strains.append(c_num)
assert abs(ritz_strains[0] / ritz_strains[2] - 1) < 1e-4

# Test 2: halving the anisotropy must quarter the error of each component
rg, tg = np.meshgrid(np.linspace(1.02, 6, 60), np.linspace(0, np.pi / 2, 65))


def component_errors(scale):
    formula, true = first_order(rg, tg, scale), exact(rg, tg, scale)
    errors = [np.max(abs(a - b)) for a, b in zip(formula, true)]
    x, y, h = rg * np.cos(tg), rg * np.sin(tg), 1e-4
    dux = exact_cartesian(x + h, y, scale)[3] - exact_cartesian(x - h, y, scale)[3]
    duy = exact_cartesian(x, y + h, scale)[4] - exact_cartesian(x, y - h, scale)[4]
    c12 = cubic(scale)[1]
    axial_true = c12 * (dux + duy) / (2 * h)
    axial_formula = c12 / (2 * K) * (formula[0] + formula[1])
    errors.append(np.max(abs(axial_true - axial_formula)))
    return np.array(errors)


ratios = component_errors(0.04) / component_errors(0.02)
assert np.all((ratios > 3.7) & (ratios < 4.3)), ratios

# Test 3: eightfold stress and ring-average shift are second order
ring = np.arange(64) * 2 * np.pi / 64


def harmonics(scale, r=2.0):
    s = exact(r, ring, scale)[0]
    return np.array([np.mean(s), 2 * np.mean(s * np.cos(4 * ring)),
                     2 * np.mean(s * np.cos(8 * ring))])


base = first_order(2.0, ring, 0.0)[0].mean()
h_big, h_small = harmonics(0.04), harmonics(0.02)
assert 3.7 < h_big[2] / h_small[2] < 4.3
assert 3.7 < (h_big[0] - base) / (h_small[0] - base) < 4.3

# Size of the second-order error for the real anisotropy
c0 = wall_strain(mu, E_cu, nu_cu)
p = 2 * mu * c0
S = p * delta / mu * K / (K + mu)
rw, tw = np.meshgrid(np.linspace(1, 6, 101), np.linspace(0, np.pi / 2, 65))
true = exact(rw, tw)[:3]
err_lame = max(np.max(abs(a - b)) for a, b in zip(first_order(rw, tw, 0.0), true))
err_first = max(np.max(abs(a - b)) for a, b in zip(first_order(rw, tw), true))
assert err_first < err_lame / 2


# Oxide liner: axisymmetric three-material problem, hole radius 1
def lined_pressure(E, nu, alpha):
    a = 1 - liner_um / radius_um
    lf, mf = lame_constants(E_cu, nu_cu)
    ll, ml = lame_constants(E, nu)
    Kf, Kl = lf + mf, ll + ml
    ef = (1 + nu_cu) * eps_T
    el = (1 + nu) * (alpha - alpha_si) * dT
    M = np.array([[a, -a, -1 / a, 0],
                  [2 * Kf, -2 * Kl, 2 * ml / a**2, 0],
                  [0, 1, 1, -1],
                  [0, 2 * Kl, -2 * ml, 2 * mu]])
    rhs = np.array([0, 2 * Kf * ef - 2 * Kl * el, 0, 2 * Kl * el])
    return 2 * mu * np.linalg.solve(M, rhs)[3]


assert abs(lined_pressure(E_cu, nu_cu, alpha_cu) / p - 1) < 1e-10
p_liner = lined_pressure(E_ox, nu_ox, alpha_ox)

# Copper stress and relief at the free surface (homogeneous isotropic estimate)
cu_inplane = -p
cu_axial = 2 * nu_cu * cu_inplane - E_cu * eps_T
cu_mises = abs(cu_axial - cu_inplane)
nu_ref = (K - mu) / (2 * K)
surface_extra = (1 - 2 * nu_ref) * cu_axial / 2
gx, gw = leggauss(24)
sd, wd = (gx + 1) / 2, gw / 2
phi = np.arange(64) * 2 * np.pi / 64
ss, pp = np.meshgrid(sd, phi, indexing="ij")
kernel = (2 - ss * np.cos(pp)) / (4 + ss**2 - 4 * ss * np.cos(pp))
disc_pull = np.sum(wd[:, None] * ss * kernel) * (2 * np.pi / 64) / np.pi
assert abs(disc_pull - 0.5) < 1e-8     # outside, a loaded disc acts as a point
zmid = depth_um / 2 / radius_um
relief_mid = np.sum(wd * 3 * zmid**3 * sd / (sd**2 + zmid**2) ** 2.5)

MPa = 1000.0
print(f"Silicon C11, C12, C44: {C11}, {C12}, {C44} GPa (rough)")
print(f"Copper E: {E_cu} GPa; Poisson ratio: {nu_cu} (rough)")
print(f"Expansion Cu, Si: {alpha_cu*1e6:.1f}, {alpha_si*1e6:.1f} ppm/K (rough)")
print(f"Temperature start, end: {T_start:.0f}, {T_end:.0f} C")
print(f"Hole radius, depth: {radius_um}, {depth_um} um")
print(f"K, mu, delta: {K:.2f}, {mu:.2f}, {delta:.2f} GPa")
print(f"delta/mu: {delta/mu:.4f}; K/(K+mu): {K/(K+mu):.4f}")
print(f"Free mismatch strain: {eps_T*1e3:.4f} e-3")
print(f"Wall hoop strain c, reference mu: {c0*1e3:.4f} e-3")
print(f"Lame wall pressure p: {p*MPa:.2f} MPa (negative = pull)")
print(f"Fourfold amplitude S: {S*MPa:.2f} MPa; S/p: {S/p:.4f}")
print(f"Far fourfold/Lame radial ratio 4S/p: {4*S/p:.4f}")
mu_star = wall_stiffness(1)
c_star = wall_strain(mu_star, E_cu, nu_cu)
print(f"Exact wall stiffness mu*: {mu_star:.3f} GPa")
print(f"Exact wall strain: {c_star*1e3:.4f} e-3")
print(f"Energy-minimum wall strain: {ritz_strains[0]*1e3:.4f} e-3")
print(f"Exact wall pressure: {2*mu_star*c_star*MPa:.2f} MPa")
print("Stress changes in MPa, first order / exact:")
for r in (1.0, 1.5, 2.0, 4.0):
    for name, t in (("<100>", 0.0), ("<110>", np.pi / 4)):
        f, e = first_order(r, t), exact(r, t)
        print(f" r={r*radius_um:5.2f} um {name} rr {f[0]*MPa:.1f}/{e[0]*MPa:.1f}"
              f" tt {f[1]*MPa:.1f}/{e[1]*MPa:.1f}")
f, e = first_order(2.0, np.pi / 8), exact(2.0, np.pi / 8)
print(f"Shear rt, r=5 um, 22.5 deg: {f[2]*MPa:.2f}/{e[2]*MPa:.2f} MPa")
for name, t in (("<100>", 0.0), ("<110>", np.pi / 4)):
    f, e = first_order(1.0, t), exact(1.0, t)
    za, zb = [C12 / (2 * K) * (g[0] + g[1]) * MPa for g in (f, e)]
    print(f"Axial zz at wall {name}: {za:.2f}/{zb:.2f} MPa")
h = harmonics(1.0) * MPa
h4 = S * (4 / 4 - 9 / 16 + 5 / 64) * MPa
print(f"Exact rr at r=5 um, mean, 4t, 8t: {h[0]:.2f}, {h[1]:.2f}, {h[2]:.2f} MPa")
print(f"First-order rr at r=5 um, mean, 4t: {base*MPa:.2f}, {h4:.2f} MPa")
print(f"Largest error, Lame alone: {err_lame*MPa:.2f} MPa")
print(f"Largest error, first order: {err_first*MPa:.2f} MPa")
print("Error ratios on halving delta (rr,tt,rt,ur,ut,zz): "
      + ", ".join(f"{v:.3f}" for v in ratios))
print(f"Oxide liner: {liner_um} um, E {E_ox} GPa, nu {nu_ox},"
      f" {alpha_ox*1e6:.1f} ppm/K (rough)")
print(f"Wall pressure with liner: {p_liner*MPa:.2f} MPa"
      f" ({100*(p_liner/p-1):.1f} % change in size)")
print(f"Copper in-plane, axial stress: {cu_inplane*MPa:.1f}, {cu_axial*MPa:.1f} MPa")
print(f"Copper von Mises: {cu_mises*MPa:.1f} MPa; rough yield: {yield_cu:.0f} MPa")
print(f"Free-surface extra radial stress at wall: {surface_extra*MPa:.1f} MPa")
print(f"Axial relief left at mid-depth, one end: {100*relief_mid:.2f} %")
near = [exact(pitch_um / radius_um, t)[0] * MPa for t in (0.0, np.pi / 4)]
print(f"Neighbour rr at {pitch_um:.0f} um, <100>, <110>: {near[0]:.2f}, {near[1]:.2f} MPa")
print(f"Elastic-constant drift over the cycle: {100*modulus_drift*abs(dT):.1f} % (rough)")
print("verified")
```

Printed output:

```
Silicon C11, C12, C44: 165.7, 63.9, 79.6 GPa (rough)
Copper E: 120.0 GPa; Poisson ratio: 0.34 (rough)
Expansion Cu, Si: 17.0, 2.8 ppm/K (rough)
Temperature start, end: 125, 25 C
Hole radius, depth: 2.5, 50.0 um
K, mu, delta: 114.80, 65.25, 14.35 GPa
delta/mu: 0.2199; K/(K+mu): 0.6376
Free mismatch strain: -1.4200 e-3
Wall hoop strain c, reference mu: -1.2977 e-3
Lame wall pressure p: -169.35 MPa (negative = pull)
Fourfold amplitude S: -23.75 MPa; S/p: 0.1402
Far fourfold/Lame radial ratio 4S/p: 0.5609
Exact wall stiffness mu*: 63.089 GPa
Exact wall strain: -1.3115 e-3
Energy-minimum wall strain: -1.3115 e-3
Exact wall pressure: -165.48 MPa
Stress changes in MPa, first order / exact:
 r= 2.50 um <100> rr 169.3/165.5 tt -121.9/-121.2
 r= 2.50 um <110> rr 169.3/165.5 tt -216.8/-216.6
 r= 3.75 um <100> rr 64.8/62.6 tt -78.9/-77.6
 r= 3.75 um <110> rr 85.7/83.5 tt -71.6/-70.2
 r= 5.00 um <100> rr 30.1/29.0 tt -44.9/-44.1
 r= 5.00 um <110> rr 54.6/53.4 tt -39.7/-38.9
 r=10.00 um <100> rr 5.5/5.7 tt -10.8/-10.6
 r=10.00 um <110> rr 15.7/16.0 tt -10.3/-10.1
Shear rt, r=5 um, 22.5 deg: 1.11/1.13 MPa
Axial zz at wall <100>: 13.22/12.33 MPa
Axial zz at wall <110>: -13.22/-14.24 MPa
Exact rr at r=5 um, mean, 4t, 8t: 41.37, -12.24, -0.15 MPa
First-order rr at r=5 um, mean, 4t: 42.34, -12.24 MPa
Largest error, Lame alone: 48.17 MPa
Largest error, first order: 7.26 MPa
Error ratios on halving delta (rr,tt,rt,ur,ut,zz): 4.000, 4.000, 4.003, 4.000, 4.007, 3.996
Oxide liner: 0.2 um, E 70.0 GPa, nu 0.17, 0.5 ppm/K (rough)
Wall pressure with liner: -136.12 MPa (-19.6 % change in size)
Copper in-plane, axial stress: 169.3, 285.6 MPa
Copper von Mises: 116.2 MPa; rough yield: 200 MPa
Free-surface extra radial stress at wall: 81.2 MPa
Axial relief left at mid-depth, one end: 1.48 %
Neighbour rr at 25 um, <100>, <110>: 0.84, 2.72 MPa
Elastic-constant drift over the cycle: 1.0 % (rough)
verified
```
